# S² from up-down overlaps, and the false contamination without q_ij

**Question**

I want $\langle S^2\rangle$ for a spin-polarized calculation with ultrasoft or PAW pseudo-orbitals. I take the overlaps between occupied spin-up and spin-down orbitals and put them into the formula for an unrestricted determinant.

As a check I used a closed shell: one s orbital, $R(r)=2z^{3/2}e^{-zr}$ with $z=2$ bohr$^{-1}$, holding one up and one down electron. Inside $r_c=1$ bohr I replaced it by a smooth parabola $a+br^2$ with the same value and slope at $r_c$. The two spatial orbitals are identical, so I expected a singlet. Instead I get $\langle S^2\rangle\approx0.60\,\hbar^2$.

I left out the augmentation terms $q_{ij}$, because $S^2$ acts on spin and not on space. Why should they matter? Where does the overlap formula come from, and can I predict the wrong number?

**Answer**

$S^2$ does act on spin alone. But its expectation value in a determinant depends on how far the down orbitals lie inside the space of the up orbitals, and that is a question about spatial overlaps. Your pseudo-orbitals do not have the overlaps of the orbitals they represent. I set $\hbar=1$ in the algebra, so $\langle S^2\rangle$ is in units of $\hbar^2$.

**The determinant formula**

Let the determinant $\Phi$ hold $N_u$ up orbitals $u_i$ and $N_d$ down orbitals $d_j$, orthonormal within each spin, and let $O_{ij}=\langle u_i|d_j\rangle$ be the spatial overlaps. With $S_\pm=S_x\pm iS_y$ and $[S_x,S_y]=iS_z$,

$$S_-S_+=S_x^2+S_y^2+i[S_x,S_y]=S_x^2+S_y^2-S_z .$$

Adding $S_z^2+S_z$ to both sides gives

$$S^2=S_-S_++S_z(S_z+1).$$

The determinant is an eigenstate of $S_z$ with eigenvalue $M=(N_u-N_d)/2$. Since $S_-=S_+^\dagger$, what remains is $\langle S_-S_+\rangle=\|S_+\Phi\|^2$.

The operator $S_+$ flips one down electron at a time and leaves its spatial orbital unchanged. Hence $S_+\Phi=\sum_j\Phi_j$, where in $\Phi_j$ the electron in $d_j$ has become spin-up. Split that orbital into a part inside the occupied up space and a remainder:

$$d_j=\sum_i u_iO_{ij}+g_j,\qquad \langle u_i|g_j\rangle=0 .$$

The first part gives zero by the Pauli principle, because each $u_i$ already holds an up electron. The remainder gives a determinant of squared norm

$$\|g_j\|^2=1-\sum_i|O_{ij}|^2 .$$

For $j\ne k$, $\Phi_j$ and $\Phi_k$ lack different members of the orthonormal down set, so they are orthogonal and there are no cross terms. Therefore

$$\langle S_-S_+\rangle=N_d-\sum_{ij}|O_{ij}|^2 .$$

Adding $M^2+M$, and using $N_d+(N_u-N_d)/2=(N_u+N_d)/2$, we obtain

$$\boxed{\langle S^2\rangle=\left(\frac{N_u-N_d}{2}\right)^2+\frac{N_u+N_d}{2}-\sum_{ij}|O_{ij}|^2}$$

Two limits check it. For $N$ pairs in identical orbitals, $O_{ij}=\delta_{ij}$ and the result is $N-N=0$. For $N_d=0$ it is $\frac{N_u}{2}\left(\frac{N_u}{2}+1\right)$, the value for maximum spin. The formula was also tested against explicit spin matrices for random determinants, with agreement to rounding error (see the numerical output).

It applies to a single determinant with integer occupations and a common spin axis. Noncollinear spinors and fractional occupations need a more general expression. In density-functional theory it describes the Kohn–Sham determinant, not the interacting wave function.

**Where $q_{ab}$ enters**

Let $\phi_a$ be the true partial waves, $\tilde\phi_a$ the pseudo partial waves and $p_a$ the projectors, with $\langle p_a|\tilde\phi_b\rangle=\delta_{ab}$. All are the same for both spins. A true orbital is recovered from its pseudo-orbital by

$$\psi=\tilde\psi+\sum_a(\phi_a-\tilde\phi_a)c_a,\qquad c_a=\langle p_a|\tilde\psi\rangle .$$

Assume that the partial waves are complete enough that $\tilde\psi=\sum_a\tilde\phi_ac_a$ inside the sphere. Then $\psi=\sum_a\phi_ac_a$ there, while outside $\psi=\tilde\psi$. To get the true overlap, take the pseudo overlap over all space, remove its part inside the sphere and put in the true part:

$$O_{ij}=\langle\tilde u_i|\tilde d_j\rangle+\sum_{ab}\langle\tilde u_i|p_a\rangle\,q_{ab}\,\langle p_b|\tilde d_j\rangle,$$

$$q_{ab}=\langle\phi_a|\phi_b\rangle_{r<r_c}-\langle\tilde\phi_a|\tilde\phi_b\rangle_{r<r_c}.$$

With several atoms whose spheres do not overlap, there is one such sum for each sphere. A frozen core that is a closed shell, the same for both spins and orthogonal to the valence orbitals, adds nothing to $\langle S^2\rangle$.

**The false value for a closed shell**

Take $N$ pairs with $d_j=u_j$ and define

$$Q_{ij}=\sum_{ab}\langle\tilde u_i|p_a\rangle q_{ab}\langle p_b|\tilde u_j\rangle .$$

The true orbitals are orthonormal, so $\delta_{ij}=\langle\tilde u_i|\tilde u_j\rangle+Q_{ij}$. If you omit $q_{ab}$, the matrix you use is $1-Q$ instead of $1$. You still insert the integer electron numbers, and $Q$ is Hermitian, so the formula returns

$$\langle S^2\rangle_{\text{false}}=N-\mathrm{Tr}(1-Q)^2=N-\left(N-2\,\mathrm{Tr}\,Q+\mathrm{Tr}\,Q^2\right),$$

$$\boxed{\langle S^2\rangle_{\text{false}}=2\,\mathrm{Tr}\,Q-\mathrm{Tr}\,Q^2}$$

For small $Q$ this is about $2\,\mathrm{Tr}\,Q$, which is the number of electrons, both spins counted, missing from the pseudo density. The method reads missing norm as a mismatch between up and down orbitals.

**Your number**

For $z=2$ bohr$^{-1}$ and $r_c=1$ bohr, with $r$ in bohr, the true norm inside the sphere is

$$32\int_0^1e^{-4r}r^2\,dr=1-13e^{-4}=0.7619 .$$

Matching value and slope gives the parabola $R(1)(2-r^2)$, with $R(1)^2=32e^{-4}$. Its norm inside is

$$32e^{-4}\int_0^1(2-r^2)^2r^2\,dr=32e^{-4}\left(\frac43-\frac45+\frac17\right)=0.3963 .$$

The difference is $q_{22}=0.3656$, where the index 2 labels the $z=2$ wave. Your orbital is itself that partial wave, so $c_2=1$, any other coefficient vanishes, and $Q=q_{22}$. Hence

$$\langle S^2\rangle_{\text{false}}=2(0.3656)-(0.3656)^2=0.5975 .$$

This is your 0.60. With the augmentation term the overlap is $0.6344+0.3656=1$ and $\langle S^2\rangle=0$.

**Two pairs: the off-diagonal elements count**

Add a second partial wave with $z=1$ bohr$^{-1}$, pseudized in the same way. The further elements are $q_{11}=0.0604$ and $q_{12}=0.1615$. The two true functions overlap by $s=0.8381$, so take as occupied orbitals $u_1=R_{z=2}$ and

$$u_2=\frac{R_{z=1}-s\,R_{z=2}}{\sqrt{1-s^2}} .$$

Inserting these combinations into $Q$ gives

$$Q_{11}=q_{22}=0.366,\qquad Q_{12}=\frac{q_{12}-s\,q_{22}}{\sqrt{1-s^2}}=-0.2655,$$

$$Q_{22}=\frac{q_{11}-2s\,q_{12}+s^2q_{22}}{1-s^2}=0.156 .$$

Then $\mathrm{Tr}\,Q=0.5215$ and $\mathrm{Tr}\,Q^2=Q_{11}^2+2Q_{12}^2+Q_{22}^2=0.2989$, so the false value is $1.0430-0.2989=0.744$. Keeping only the diagonal pseudo overlaps would give 0.885; the difference is $2Q_{12}^2$. With $q_{ab}$ included the result is again zero.

Changing to other orthonormal occupied orbitals, for instance localized ones, does not help. Such a change multiplies the overlap matrix by unitary matrices, which leave $\sum_{ij}|O_{ij}|^2$ unchanged, with or without $q_{ab}$.

**The error can be negative**

Let $m_k$ be the eigenvalues of $1-Q$, the matrix of pseudo overlaps. Then

$$\langle S^2\rangle_{\text{false}}=\sum_k(1-m_k^2).$$

An eigenvalue below one contributes positively, and one above one contributes negatively. In the two-pair case they are 0.454 and 1.025. The second exceeds one although each pseudo wave lies below its true wave inside the sphere. The reason is that $q_{11}q_{22}-q_{12}^2\approx-0.004$ is negative, so $q$ has one negative eigenvalue. A change of basis cannot alter that sign, so $Q$ has one too. Some combination of the two orbitals therefore has too much pseudo norm.

The total can also turn negative. Return to your single pair and add $2(1-r^2)^2$, in bohr$^{-3/2}$, to the parabola inside the sphere. This term and its slope vanish at $r_c$, so the matching is intact. The pseudo norm rises to 1.171, and without $q_{ab}$

$$\langle S^2\rangle_{\text{false}}=1-(1.171)^2=-0.371 .$$

No state can have this value, since $S^2$ is a sum of squares of Hermitian operators. The true orbital has not changed, and with the new $q_{ab}$ the result is still zero. The false number thus depends on an arbitrary choice of pseudo wave, and cannot be used even as a rough measure of contamination.

**Real contamination remains**

Now put the up electron in the $z=1$ function and the down electron in the $z=2$ function. For one electron of each spin the formula is $\langle S^2\rangle=1-|O|^2$, so

$$\langle S^2\rangle=1-(0.8381)^2=0.298 .$$

This contamination is real: the determinant is not a singlet. Without augmentation the overlap is $s-q_{12}=0.6765$, and you would report $1-(0.6765)^2=0.542$. The correction removes the false part and keeps the real one.

**What incomplete partial waves do**

Suppose that inside the sphere $\tilde\psi=\sum_a\tilde\phi_ac_a+\rho$, with a remainder $\rho$. The reconstruction leaves $\rho$ untouched, so $\psi=\sum_a\phi_ac_a+\rho$. Subtract the two norms inside the sphere: the $|\rho|^2$ terms cancel, and the $q_{ab}$ term accounts for everything except

$$2\,\mathrm{Re}\sum_a\langle\rho|\phi_a-\tilde\phi_a\rangle_{r<r_c}\,c_a .$$

This is the true norm minus the norm computed with $q_{ab}$, and it can have either sign. As an example, take a closed pair whose true orbital has $z=1.5$ bohr$^{-1}$ and norm one. Describe it by the $z=1$ and $z=2$ partial waves, with projectors built as combinations of $(1-r^2)^2\tilde\phi_a$ inside the sphere, and obtain the pseudo-orbital by inverting the reconstruction formula. Then $\langle S^2\rangle$ is 0.343 without $q_{ab}$ and $-0.0004$ with it; both numbers depend on this choice of projectors. The remainder is about 0.1% of the error that was removed. For a closed pair this remainder comes only from the error of the norm computed with $q_{ab}$: it is about twice the difference between the two norms, taken as the true norm minus the computed one. If the pseudo-orbital is instead normalized with the corrected overlap, then $O=1$ and the closed-pair result is exactly zero, so a closed shell normalized that way does not reveal incomplete partial waves.

**A check for your own calculation**

Use your overlap routine on the up orbitals with themselves, then on the down orbitals with themselves. Both matrices must be the unit matrix, in open shells as well. If they are not, correct the overlaps before interpreting $\langle S^2\rangle$.

Passing this check is necessary but not sufficient. Since $q$ can have eigenvalues of both signs, its contribution can cancel in the norms and still be missing from the up–down overlap. For example, put the up electron in $R_{z=2}-1.626\,R_{z=1}$ and the down electron in $R_{z=2}-3.724\,R_{z=1}$, each normalized. Both pseudo norms are then one even without $q_{ab}$, but the formula gives 0.077 instead of the true 0.165. So also make sure that your routine really includes the $q_{ab}$ term.

## Computed results

```
sphere radius = 1.0 bohr; exponents = 1.0, 2.0 1/bohr
largest Fock-space deviation of <S^2> = 1.6e-15 hbar^2
waves 1,1 in sphere: true 0.32332, pseudo 0.26294, q 0.06039
waves 1,2 in sphere: true 0.48340, pseudo 0.32187, q 0.16152
waves 2,2 in sphere: true 0.76190, pseudo 0.39632, q 0.36558
one pair: pseudo norm = 0.63442, Q = 0.36558
one pair: <S^2> without q = 0.59751 hbar^2
one pair: <S^2> with q = 0.00000 hbar^2
two pairs: Q11 = 0.36558, Q12 = -0.26550, Q22 = 0.15592
two pairs: eigenvalues of 1-Q = 0.45381, 1.02469
two pairs: Tr Q = 0.52150, Tr Q^2 = 0.29894
two pairs: <S^2> without q = 0.74407 hbar^2
two pairs: <S^2> with q = 0.00000 hbar^2
two pairs: without q, off-diagonal overlaps dropped = 0.88505 hbar^2
split pair: true overlap = 0.83805, pseudo overlap = 0.67653
split pair: <S^2> without q = 0.54231 hbar^2
split pair: <S^2> with q = 0.29767 hbar^2
pair with exponent 1.5 1/bohr: <S^2> without q = 0.34332 hbar^2
pair with exponent 1.5 1/bohr: <S^2> with q = -3.85e-04 hbar^2
raised pseudo wave: added height at r=0 = 2.0 bohr^-3/2
raised pseudo wave: pseudo norm = 1.17104, Q = -0.17104
raised pseudo wave: <S^2> without q = -0.37134 hbar^2
raised pseudo wave: <S^2> with q = 0.00000 hbar^2
```
